# The Projection Theorem for Vector Operators and the Landé g Factor: a numerical check

```python
"""Projection theorem and Lande factor, tested with explicit matrices.

Result under test, for a vector operator V and equal j > 0 on both sides:
    <a' j m'| V_i |a j m> = <a' j m'| (J.V) J_i |a j m> / (j(j+1)),
and for L + 2S in a level with quantum numbers L, S, J:
    g = 1 + [J(J+1) + S(S+1) - L(L+1)] / (2 J(J+1)).
Symbols: L orbital, S spin, J total angular momentum, all in units of hbar;
M is the eigenvalue of J_z; A is the spin-orbit constant in A L.S;
B is the magnetic field; mu_B is the Bohr magneton.
"""
import numpy as np
from scipy.constants import physical_constants


def angular_momentum(j):
    """Matrices (x, y, z) for quantum number j, basis m = j, j-1, ..., -j."""
    m = j - np.arange(int(round(2 * j)) + 1)
    raising = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return np.array([(raising + raising.T) / 2,
                     (raising - raising.T) / 2j,
                     np.diag(m)], dtype=complex)


def product_space(*quantum_numbers):
    """Each angular momentum as an operator on the full product space."""
    single = [angular_momentum(j) for j in quantum_numbers]
    result = []
    for n in range(len(single)):
        components = []
        for i in range(3):
            full = np.eye(1)
            for k, ops in enumerate(single):
                factor = ops[i] if k == n else np.eye(ops.shape[1])
                full = np.kron(full, factor)
            components.append(full)
        result.append(np.array(components))
    return result


def dot(a, b):
    return sum(a[i] @ b[i] for i in range(3))


def cross(a, b):
    return np.array([a[1] @ b[2] - a[2] @ b[1],
                     a[2] @ b[0] - a[0] @ b[2],
                     a[0] @ b[1] - a[1] @ b[0]])


def commutator(a, b):
    return a @ b - b @ a


def projector(total, j):
    """Projector on all states with total angular momentum j."""
    values, vectors = np.linalg.eigh(dot(total, total))
    chosen = vectors[:, np.abs(values - j * (j + 1)) < 1e-7]
    return chosen @ chosen.conj().T


def vector_defect(total, v):
    """Largest violation of [J_i, V_k] = i eps_ikn V_n."""
    worst = 0.0
    for i in range(3):
        for k in range(3):
            expected = np.zeros_like(v[0])
            if i != k:
                n = 3 - i - k
                sign = 1 if (k - i) % 3 == 1 else -1
                expected = 1j * sign * v[n]
            worst = max(worst, np.abs(commutator(total[i], v[k])
                                      - expected).max())
    return worst


def projection_defect(total, v, j):
    """Largest violation of the projection theorem at fixed j > 0."""
    p = projector(total, j)
    scalar = dot(total, v)
    return max(np.abs(p @ (v[i] - scalar @ total[i] / (j * (j + 1))) @ p).max()
               for i in range(3))


def lande(L, S, J):
    return 1 + (J*(J+1) + S*(S+1) - L*(L+1)) / (2*J*(J+1))


def clean(x, digits=6):
    """Round and remove a negative zero."""
    return round(float(np.real(x)), digits) + 0.0


# Projection theorem with l = 1 and two spins 1/2; J = 1 occurs twice.
orbit, spin1, spin2 = product_space(1, 0.5, 0.5)
total = orbit + spin1 + spin2
vectors = [orbit, spin1, cross(orbit, spin1),
           np.array([dot(orbit, spin1) @ spin2[i] for i in range(3)])]
j_plus, j_minus = total[0] + 1j * total[1], total[0] - 1j * total[1]
worst_projection = 0.0
for v in vectors:
    assert vector_defect(total, v) < 1e-12
    v_plus, v_minus = v[0] + 1j * v[1], v[0] - 1j * v[1]
    assert np.allclose(commutator(total[2], v_plus), v_plus)
    assert np.allclose(commutator(j_plus, v_plus), 0)
    assert np.allclose(commutator(j_minus, v_plus), -2 * v[2])
    assert np.allclose(commutator(j_minus, v[2]), v_minus)
    for j in (1, 2):
        worst_projection = max(worst_projection,
                               projection_defect(total, v, j))
    p0 = projector(total, 0)
    assert max(np.abs(p0 @ v[i] @ p0).max() for i in range(3)) < 1e-12
assert worst_projection < 1e-12

# The case a' != a is really present: spin singlet to spin triplet at J = 1.
p1 = projector(total, 1)
copies_of_j1 = np.trace(p1).real / 3
assert abs(copies_of_j1 - 2) < 1e-10
singlet = projector(spin1 + spin2, 0)
triplet = projector(spin1 + spin2, 1)
singlet_triplet = np.linalg.norm(singlet @ p1 @ spin1[2] @ p1 @ triplet)
assert singlet_triplet > 0.1

# Three operators that do not form a vector must violate the theorem.
squares = np.array([orbit[i] @ orbit[i] for i in range(3)])
assert vector_defect(total, squares) > 0.1
nonvector_defect = projection_defect(total, squares, 2)
assert nonvector_defect > 0.05

# Lande factor from matrices for many levels.
levels_tested, worst_lande = 0, 0.0
for L in range(5):
    for twice_S in range(6):
        S = twice_S / 2
        l_op, s_op = product_space(L, S)
        j_op = l_op + s_op
        for J in np.arange(abs(L - S), L + S + 0.5, 1.0):
            if J == 0:
                continue
            p = projector(j_op, J)
            for i in range(3):
                difference = p @ (l_op[i] + 2 * s_op[i]
                                  - lande(L, S, J) * j_op[i]) @ p
                worst_lande = max(worst_lande, np.abs(difference).max())
            js_value = (J*(J+1) + S*(S+1) - L*(L+1)) / 2
            assert np.allclose(p @ dot(j_op, s_op) @ p, js_value * p)
            levels_tested += 1
assert worst_lande < 1e-10

# Worked example: the term L = 3, S = 1.
L, S = 3, 1
l_op, s_op = product_space(L, S)
j_op = l_op + s_op
m_values = np.diag(j_op[2]).real
j_squared = dot(j_op, j_op)


def level_state(J, M):
    """Normalized state |J M>; its phase is arbitrary."""
    index = np.where(np.isclose(m_values, M))[0]
    values, vecs = np.linalg.eigh(j_squared[np.ix_(index, index)])
    state = np.zeros(len(m_values), dtype=complex)
    state[index] = vecs[:, np.argmin(np.abs(values - J * (J + 1)))]
    return state


def element(bra, operator, ket):
    return np.vdot(bra, operator @ ket)


print("Theorem, largest defect below 1e-12:", worst_projection < 1e-12)
print(f"Number of J=1 multiplets in test system: {copies_of_j1:.0f}")
print(f"Singlet-triplet block norm of s1_z (hbar): {singlet_triplet:.4f}")
print(f"Defect for non-vector l_i^2 (hbar^2): {nonvector_defect:.4f}")
print(f"Levels (L,S,J) tested for g: {levels_tested}")
print(f"Example term: L = {L}, S = {S}")

for J in (2, 3, 4):
    top = level_state(J, J)
    g_direct = element(top, l_op[2] + 2 * s_op[2], top).real / J
    assert abs(g_direct - lande(L, S, J)) < 1e-12
    p = projector(j_op, J)
    js = np.trace(p @ dot(j_op, s_op)).real / (2 * J + 1)
    print(f"J={J}: <J.S> = {clean(js):.4f} hbar^2, g = {g_direct:.6f}")

# Product-state weights of |J=2, M=2>.
top = level_state(2, 2)
spin_from_weights = 0.0
for m_l, m_s in ((3, -1), (2, 0), (1, 1)):
    weight = abs(top[(L - m_l) * (2 * S + 1) + (S - m_s)])**2
    spin_from_weights += weight * m_s
    print(f"|2,2> weight of M_L={m_l}, M_S={m_s}: {weight:.6f}")
c_projection = element(top, dot(j_op, s_op), top).real / 6
assert abs(spin_from_weights - 2 * c_projection) < 1e-12
print(f"<S_z> in |2,2> from weights (hbar): {spin_from_weights:.6f}")
print(f"c = <J.S>/(J(J+1)) for J=2: {c_projection:.6f}")

s_plus = s_op[0] + 1j * s_op[1]
jt_plus = j_op[0] + 1j * j_op[1]
for M in (-2, -1, 0, 1):
    low, high = level_state(2, M), level_state(2, M + 1)
    ratio = element(high, s_plus, low) / element(high, jt_plus, low)
    assert abs(ratio - c_projection) < 1e-10
    print(f"S_+/J_+ ratio, M={M} to {M + 1}: {clean(ratio):.6f}")
for M in (2, 1, 0, -1, -2):
    state = level_state(2, M)
    lz = element(state, l_op[2], state)
    sz = element(state, s_op[2], state)
    assert abs(sz - c_projection * M) < 1e-12
    print(f"J=2, M={M}: <L_z> = {clean(lz):.4f}, <S_z> = {clean(sz):.4f} hbar")

# Measured-spin-factor version of the same level.
g_spin = abs(physical_constants["electron g factor"][0])
g_refined = element(top, l_op[2] + g_spin * s_op[2], top).real / 2
assert abs(g_refined - (1 + (g_spin - 1) * c_projection)) < 1e-12
print(f"Electron spin factor g_s: {g_spin:.6f}")
print(f"g of J=2 with this g_s: {g_refined:.6f}")

# Zeeman shifts from the full Hamiltonian; energies in micro-eV.
A = 10.0e3
mu_B = physical_constants["Bohr magneton in eV/T"][0] * 1e6
spin_orbit = A * dot(l_op, s_op)
moment = l_op[2] + 2 * s_op[2]
level2, level3 = level_state(2, 0), level_state(3, 0)
energy2 = element(level2, spin_orbit, level2).real
gap = element(level3, spin_orbit, level3).real - energy2
assert abs(gap - 3 * A) < 1e-6


def exact_shift(M, B):
    """Shift of the lowest level with given M, which starts from J = 2."""
    index = np.where(np.isclose(m_values, M))[0]
    h = spin_orbit + mu_B * B * moment
    return np.linalg.eigvalsh(h[np.ix_(index, index)])[0] - energy2


g2 = lande(L, S, 2)
print(f"Spin-orbit constant A: {A / 1e3:.1f} meV")
print(f"Spacing of J=3 above J=2: {gap / 1e3:.1f} meV")
print(f"mu_B: {mu_B:.4f} micro-eV/T")
print(f"g mu_B B at B = 1 T, J=2: {g2 * mu_B:.4f} micro-eV")
print("Shifts at 1 T in micro-eV: exact, linear, difference, 2nd order")
for M in (2, 1, 0, -1, -2):
    exact, linear = exact_shift(M, 1.0), g2 * mu_B * M
    mixing = element(level_state(3, M), s_op[2], level_state(2, M))
    assert abs(mixing) > 0.1
    assert abs(element(level_state(4, M), s_op[2], level_state(2, M))) < 1e-12
    second = -(mu_B * abs(mixing))**2 / gap
    # The neglected orders are smaller by about mu_B B / gap = 0.002.
    assert abs((exact - linear) / second - 1) < 0.01
    print(f"M={M}: {exact:.4f}, {clean(linear):.4f}, "
          f"{exact - linear:.4f}, {second:.4f}")

relative_errors = []
for B in (1.0, 10.0, 100.0):
    exact, linear = exact_shift(-2, B), -2 * g2 * mu_B * B
    relative_errors.append(abs(exact / linear - 1))
    print(f"M=-2, B={B:.0f} T: exact {exact / 1e3:.5f} meV, "
          f"linear {linear / 1e3:.5f} meV, off by "
          f"{100 * relative_errors[-1]:.3f} %")
assert relative_errors[0] < 0.001 and relative_errors[2] > 0.02
assert relative_errors[0] < relative_errors[1] < relative_errors[2]

print("all assertions hold")
```

Output:

```
Theorem, largest defect below 1e-12: True
Number of J=1 multiplets in test system: 2
Singlet-triplet block norm of s1_z (hbar): 0.5000
Defect for non-vector l_i^2 (hbar^2): 0.3953
Levels (L,S,J) tested for g: 80
Example term: L = 3, S = 1
J=2: <J.S> = -2.0000 hbar^2, g = 0.666667
J=3: <J.S> = 1.0000 hbar^2, g = 1.083333
J=4: <J.S> = 5.0000 hbar^2, g = 1.250000
|2,2> weight of M_L=3, M_S=-1: 0.714286
|2,2> weight of M_L=2, M_S=0: 0.238095
|2,2> weight of M_L=1, M_S=1: 0.047619
<S_z> in |2,2> from weights (hbar): -0.666667
c = <J.S>/(J(J+1)) for J=2: -0.333333
S_+/J_+ ratio, M=-2 to -1: -0.333333
S_+/J_+ ratio, M=-1 to 0: -0.333333
S_+/J_+ ratio, M=0 to 1: -0.333333
S_+/J_+ ratio, M=1 to 2: -0.333333
J=2, M=2: <L_z> = 2.6667, <S_z> = -0.6667 hbar
J=2, M=1: <L_z> = 1.3333, <S_z> = -0.3333 hbar
J=2, M=0: <L_z> = 0.0000, <S_z> = 0.0000 hbar
J=2, M=-1: <L_z> = -1.3333, <S_z> = 0.3333 hbar
J=2, M=-2: <L_z> = -2.6667, <S_z> = 0.6667 hbar
Electron spin factor g_s: 2.002319
g of J=2 with this g_s: 0.665894
Spin-orbit constant A: 10.0 meV
Spacing of J=3 above J=2: 30.0 meV
mu_B: 57.8838 micro-eV/T
g mu_B B at B = 1 T, J=2: 38.5892 micro-eV
Shifts at 1 T in micro-eV: exact, linear, difference, 2nd order
M=2: 77.1430, 77.1784, -0.0354, -0.0355
M=1: 38.5325, 38.5892, -0.0567, -0.0567
M=0: -0.0638, 0.0000, -0.0638, -0.0638
M=-1: -38.6460, -38.5892, -0.0568, -0.0567
M=-2: -77.2139, -77.1784, -0.0355, -0.0355
M=-2, B=1 T: exact -0.07721 meV, linear -0.07718 meV, off by 0.046 %
M=-2, B=10 T: exact -0.77539 meV, linear -0.77178 meV, off by 0.467 %
M=-2, B=100 T: exact -8.13619 meV, linear -7.71784 meV, off by 5.420 %
all assertions hold
```
